Slave-boson mean field and the superconducting dome of the t-J model

**1. Why the pairing temperature is not enough**

In a doped Mott insulator, exchange binds neighbouring spins into singlets, and mean-field theory describes this as pairing. If the temperature at which the pairs form were taken for the superconducting T_c, the highest T_c would belong to the undoped insulator, which carries no current. The missing condition is charge coherence. Separating spin from charge gives two temperatures, one for each condition, and superconductivity needs both.

**2. Model and conventions**

On a square lattice with double occupancy forbidden,

H = −t Σ_⟨ij⟩σ (c†_iσ c_jσ + h.c.) + J Σ_⟨ij⟩ S_i·S_j.

Each bond is counted once, and δ is the number of holes per site. T stands for k_B T. This is a lattice model with energies t and J, so ħ, m and e do not appear.

The t-J model can be written with an extra term −J n_i n_j/4. With h_i the number of holes on site i, n_i = 1 − h_i, and the term equals

−(J/4)(1 − h_i − h_j + h_i h_j).

The first three pieces are a constant and a shift of chemical potential. The last is an attraction between neighbouring holes, which is dropped here.

Write the electron as a neutral fermion (spinon) and a spinless boson (holon):

c_iσ = b†_i f_iσ, Σ_σ f†_iσ f_iσ + b†_i b_i = 1.

Removing an electron removes a spinon and creates a holon. For i ≠ j the bosons commute, so

c†_iσ c_jσ = f†_iσ b_i b†_j f_jσ = (f†_iσ f_jσ)(b†_j b_i).

The spin operator acts on spinons alone, S_i = ½ Σ f†_iα σ_αβ f_iβ. With the constraint kept on every site this is a rewriting without approximation; for two sites the spectra of the two forms were found to agree.

The approximation is threefold. The constraint holds on average, spinons and holons are uncorrelated, and each species has a quadratic density matrix. The state is taken to be uniform and without magnetic order.

**3. Energy of a bond**

Choose real amplitudes

χ = Σ_σ ⟨f†_iσ f_jσ⟩, B = ⟨b†_i b_j⟩,
Δ_ij = ⟨f_i↑ f_j↓ − f_i↓ f_j↑⟩ = +Δ on x bonds, −Δ on y bonds.

The sign change is the d-wave pattern. Spin-rotation symmetry gives

⟨f†_iα f_jβ⟩ = δ_αβ χ/2, ⟨f_iα f_jβ⟩ = ε_αβ Δ_ij/2, ε_↑↓ = −ε_↓↑ = 1.

Now apply Wick's theorem to

S_i·S_j = ¼ Σ σ_αβ·σ_γδ f†_iα f_iβ f†_jγ f_jδ.

Since ⟨S_i⟩ = 0, two contractions remain.

Exchange: ⟨f†_iα f_jδ⟩⟨f_iβ f†_jγ⟩ = −δ_αδ δ_βγ χ²/4, because reordering the second factor costs a sign. The spin sum is Tr(σ·σ) = 6, so the result is ¼·6·(−χ²/4) = −3χ²/8.

Pairing: −⟨f†_iα f†_jγ⟩⟨f_iβ f_jδ⟩. Here ⟨f†_iα f†_jγ⟩ = ⟨f_jγ f_iα⟩* = −ε_αγ Δ_ij/2, so the product is +ε_αγ ε_βδ Δ²/4. The spin sum is Tr(σ·ε σᵀ εᵀ) = −6, because ε σᵀ εᵀ = −σ. The result is ¼·(−6)·Δ²/4 = −3Δ²/8.

Therefore

⟨S_i·S_j⟩ = −(3/8)(χ² + Δ²).

As a check, take the thermal state of a quadratic Hamiltonian on four sites, built in the full many-body space. This state, with χ = 0.43398 and Δ = 0.32461, gives −0.110140 when the spin product is evaluated directly. The formula gives −0.375 × (0.18834 + 0.10537) = −0.11014.

**4. Mean-field Hamiltonians**

There are two in-plane bonds per site. The energy per site is

e = −4tχB − (3/4)J(χ² + Δ²).

Its variation is

de = −4(tB + 3Jχ/8) dχ − 4tχ dB − (3/2)JΔ dΔ.

Making e − T × entropy stationary gives quadratic Hamiltonians whose coefficients are these derivatives. A bond term −K(f†_i f_j + h.c.), summed over spin, contributes −4Kχ per site, so the spinon hopping is

K = tB + 3Jχ/8.

In the same way the holon hopping is tχ, and the pairing term on a bond is −(3J/8)Δ_ij(f_i↑ f_j↓ − f_i↓ f_j↑ + h.c.).

Let

γ = cos kx + cos ky, d = cos kx − cos ky.

Since −f_i↓ f_j↑ = f_j↑ f_i↓, the pair operator summed over x bonds is Σ_k 2cos kx f_k↑ f_−k↓. Adding the y bonds with their minus sign,

H_f = Σ_kσ ξ f†_kσ f_kσ − Σ_k D (f_k↑ f_−k↓ + h.c.),
ξ = −2Kγ − μ, D = (3/4)JΔ d.

For each k, the empty and doubly filled states of (k↑, −k↓) mix through the matrix with diagonal 0, 2ξ and off-diagonal −D. Their energies are ξ ± E, with

E² = ξ² + D².

The two singly filled states have energy ξ. The partition function is e^(−ξ/T)[2 + 2cosh(E/T)] = 4e^(−ξ/T) cosh²(E/2T), so

Ω_k = ξ − 2T ln[2cosh(E/2T)].

Differentiation gives the averages:

⟨n_k↑ + n_−k↓⟩ = ∂Ω_k/∂ξ = 1 − (ξ/E) tanh(E/2T),
⟨f_k↑ f_−k↓⟩ = −½ ∂Ω_k/∂D = (D/2E) tanh(E/2T).

Let Av denote the average over the Brillouin zone. The spinon density is 1 − δ, the bond amplitude is χ = Av[½γ(n_k↑ + n_−k↓)], and Δ = Av[d ⟨f_k↑ f_−k↓⟩]. With Av γ = 0, and after division of the last equation by Δ,

δ = Av[(ξ/E) tanh(E/2T)],
χ = −½ Av[γ(ξ/E) tanh(E/2T)],
1 = (3J/8) Av[d² tanh(E/2T)/E].

The last equation applies where Δ ≠ 0. At a paired solution without condensed holons, finite differences of the full free energy gave a largest gradient of about 10⁻⁸ J, which confirms the factors.

**5. Onset of spinon pairing**

At the onset temperature T_RVB the gap vanishes and E = |ξ|:

1 = (3J/8) Av[d² tanh(ξ/2T_RVB)/ξ].

*Upper bound.* Since tanh(x)/x ≤ 1, the average is at most Av[d²]/(2T) = 1/(2T), and it is smaller whenever the band has width. Hence, at finite hopping,

T_RVB < 3J/16 = 0.1875 J.

The bound has a meaning at half filling. There B = 0, μ = 0 and K = 3Jχ/8, and the equation for χ without pairing becomes

χ = K Av[γ² tanh(ξ/2T)/ξ].

As χ → 0 the average tends to Av[γ²]/(2T) = 1/(2T), so χ sets in at T = 3J/16. With a flat band, hopping and pairing amplitudes have the same onset temperature. Doping supplies kinetic energy tB, widens the band and removes this degeneracy.

*No zero at finite doping.* Collect states by their value g of γ, weighted with d², and call the density ρ_d(g). With u = (kx+ky)/2 and v = (kx−ky)/2,

γ = 2 cos u cos v, d = −2 sin u sin v.

Put p = cos u and w = cos v; each has the distribution 1/(π√(1−p²)), with w in place of p for the second. Then

ρ_d(g) = (4/π²) ∫∫ dp dw √(1−p²) √(1−w²) δ_D(g − 2pw),

where δ_D is the Dirac function. Integrating over w gives 1/(2|p|) and sets w = g/(2p). The two signs of p contribute equally, so with q = |g|/2

ρ_d(g) = (4/π²) ∫ from q to 1 dp √[(1−p²)(p²−q²)]/p².

The integrand is positive, so ρ_d > 0 everywhere inside the band, |g| < 2. The zeros of d touch the Fermi line only at points and do not remove its weight.

Write μ = −2K g_F, so that ξ = 2K(g_F − g). Near the Fermi line tanh(ξ/2T)/ξ is close to 1/|ξ| until |g − g_F| falls to about T/K. Both sides contribute, and

Av[d² tanh(ξ/2T)/ξ] ≈ [ρ_d(g_F)/K] ln(1/T) + constant.

For K = J and g_F = 0.4, the slope measured between T = 0.01 J and 0.005 J is 0.4198 per J, the value of ρ_d/K.

For 0 < δ < 1 the condensed holons keep K finite as T → 0, and the spinon band is partly filled. The average then diverges at low temperature, while at T = 3J/16 it is too small for pairing. By continuity an onset lies between. For weak pairing its leading dependence is

T_RVB ~ K exp[−8K/(3Jρ_d)],

up to a factor that the logarithm does not fix. Within this mean field the d-wave onset has a tail on the overdoped side, not an end point. The d-wave pattern is imposed here; far beyond the dopings tabulated below, other patterns such as extended s-wave pairing can compete with it.

**6. Onset of holon condensation**

Free bosons in two dimensions do not condense at finite temperature. Interacting bosons can become superfluid in two dimensions without condensing, but the present mean field treats the holons as free. It therefore needs a three-dimensional element, and the simplest is a fixed holon hopping τ between layers, whose effect on the spinons is neglected. Measured from the band bottom, the holon energy is

ε − ε_0 = 2tχ(2 − γ) + 2τ(1 − cos kz).

Let the chemical potential lie sT below the bottom. Expand the Bose function as 1/(e^x − 1) = Σ_m e^(−mx), with m = 1, 2, …, and use

∫ from −π to π (dk/2π) e^(y cos k) = I_0(y).

With a = 2tχ/T and c = 2τ/T, the density is

δ = Σ_m e^(−ms) [e^(−ma) I_0(ma)]² e^(−mc) I_0(mc).

The bond amplitude B has an extra cos kx in the average, which replaces one factor I_0(ma) by I_1(ma).

The largest density that thermal states can hold is δ_c, the sum at s = 0. At large y, e^(−y)I_0(y) → 1/√(2πy). For τ > 0 the terms fall as m^(−3/2) and δ_c is finite. For τ = 0 they fall as 1/m, the sum diverges, and no condensate forms. When δ > δ_c the remainder condenses:

n0 = δ − δ_c, B = n0 + B_thermal.

The condensation temperature T_BE satisfies δ_c(T_BE) = δ. At fixed χ it rises with doping: e^(−y)I_0(y) has derivative e^(−y)(I_1 − I_0) < 0, heating lowers both a and c, and δ_c therefore increases with T. A larger doping thus meets δ_c at a higher temperature, while at fixed doping heating reduces the condensate.

A useful limit is τ ≪ T ≪ tχ. Then [e^(−ma)I_0(ma)]² ≈ 1/(2πma) = T/(4πtχm), and the remaining sum is

Σ_m (1/m) e^(−mc) I_0(mc) = −Av_kz ln[1 − e^(−c(1−cos kz))]
≈ −ln c − Av_kz ln(1 − cos kz).

Because 1 − cos kz = 2 sin²(kz/2) and the average of ln|sin(kz/2)| is −ln 2, the last average is ln 2 − 2 ln 2 = −ln 2. The sum is ln(2/c) = ln(T/τ), and

δ_c ≈ T ln(T/τ)/(4πtχ).

The interlayer hopping enters through a logarithm. As τ → 0 at fixed doping, T_BE goes to zero, but slowly.

**7. Why superconductivity needs both**

The electron pair operator on a bond is

c_i↑ c_j↓ − c_i↓ c_j↑ = b†_i b†_j (f_i↑ f_j↓ − f_i↓ f_j↑).

In mean field its average factorizes. Thermal holons have no average of two creation operators; the condensate supplies n0. Therefore

electron pair amplitude = n0 Δ_ij.

It inherits the d-wave sign from the spinons. It is nonzero only where both orders exist, which gives

T_c = min(T_RVB, T_BE),

provided each order, once formed on cooling, persists. Self-consistent iteration from generic starting values supported this at δ = 0.02 and 0.15: at 0.8 T_c both orders were present, and at 1.2 T_c the expected one was absent.

If T_RVB falls and T_BE rises with doping, their minimum follows T_BE up to the crossing and T_RVB beyond it. This is the dome. The two trends are not guaranteed for all parameters, since χ, B and Δ adjust together, so they have to be computed.

**8. Worked example**

Take J = 0.1 eV, t = 3J and τ = 0.001 J. Below the crossing, T_BE is found with paired spinons; above it, T_RVB is found with condensed holons. Temperatures are in units of J.

δ | T_RVB | T_BE | T_c
0.02 | 0.176 | 0.065 | 0.065
0.05 | 0.161 | 0.141 | 0.141
0.10 | 0.137 | 0.247 | 0.137
0.15 | 0.108 | 0.343 | 0.108
0.20 | 0.071 | 0.432 | 0.071
0.30 | 0.008 | 0.590 | 0.008

On a grid of step 0.01 from δ = 0.01 to 0.30, T_RVB decreases and T_BE increases at every step. They cross at δ = 0.057, where

T_c = 0.158 J = 0.0158 eV, or about 183 K.

This is the mean-field scale of a model with round parameters, not a prediction for a material.

*The crossing by hand.* There χ = 0.3727. The logarithmic formula gives

δ ≈ 0.1579 × ln(157.9)/(4π × 3 × 0.3727) = 0.1579 × 5.062/14.05 = 0.0569,

within 1% of the full value 0.0573.

*The role of τ.* Reducing τ a hundredfold, to 10⁻⁵ J, moves the crossing to δ = 0.092 and lowers its temperature to 0.141 J. The peak temperature changes by 11%, but the optimal doping changes by 61%. The position of the maximum is therefore much less robust than its height.

*Why pairing weakens.* Between δ = 0.05 and 0.15, T_RVB drops from 0.161 J to 0.108 J, while the spinon hopping at onset grows from 0.286 J to 0.597 J. The two influences can be separated by changing one at a time:

filling of δ = 0.15, hopping of δ = 0.05: 0.157 J;
filling of δ = 0.05, hopping of δ = 0.15: 0.120 J.

The wider band accounts for most of the fall. It spreads the states over a larger energy range and leaves fewer near the Fermi line for pairing. The separate drops, 0.005 J and 0.041 J, do not add up to the total of 0.053 J, because the two influences reinforce each other.

*Inside the dome.* At half of each T_c the amplitudes are:

δ | χ | Δ | B | n0 | n0Δ
0.02 | 0.363 | 0.306 | 0.020 | 0.012 | 0.0036
0.06 | 0.382 | 0.241 | 0.060 | 0.036 | 0.0087
0.15 | 0.394 | 0.152 | 0.150 | 0.135 | 0.0205

From the first row to the last, Δ halves while n0 grows more than tenfold. Among these three states the pair amplitude is largest at δ = 0.15, although T_c is higher at 0.06. The strength of the order and its transition temperature need not peak together.

B is close to δ in all three rows, even where only about 60% of the holons are condensed. The thermal holons sit near the band bottom, where cos kx is close to 1, and contribute to B almost as much as condensed ones. This is why the spinon band widens with doping whether or not the holons have condensed.

**9. The four regions and the limits of the result**

The two lines divide the plane of doping and temperature. Below both lies the d-wave superconductor. Above both, neither order is present.

Below T_RVB but above T_BE, spinons are paired and holons are not condensed. At δ = 0.02 and T = 0.120 J the solution has Δ = 0.250 and n0 = 0. At (π,0), where |d| = 2 and E² = μ² + D², the gap amplitude is

|D| = (3/4) × 2 × 0.250 J = 0.375 J.

Spin excitations are suppressed there without superconductivity.

Below T_BE but above T_RVB, Δ = 0 and the holons are condensed. Replacing b by √n0 gives c_iσ ≈ √n0 f_iσ, so the spinons act as electron-like quasiparticles of weight n0. This is a metal with a Fermi line.

The construction has a built-in weakness. The change f_i → e^(iθ_i) f_i, b_i → e^(iθ_i) b_i leaves every electron operator unchanged. Neither the spinon pair amplitude nor the holon condensate is observable by itself, and mean field freezes phases that should fluctuate together. The lines T_BE above the dome and T_RVB above its underdoped side are therefore better read as crossover scales than as phase transitions.

Near half filling, antiferromagnetic order competes with the paired state and has been excluded by assumption. Phase separation and other non-uniform states have been excluded as well, and the dropped hole attraction could favour them. The choice of real amplitudes also excludes the staggered-flux state, in which χ acquires an imaginary part of alternating sign. It is degenerate with d-wave pairing at half filling and stays close at small doping. With the parameters above, its onset lies slightly above T_RVB up to δ = 0.02 (0.1810 J against 0.1808 J at δ = 0.01) and below T_RVB from δ = 0.03 on. At δ = 0.01 and T = 0.165 J its free energy is lower than that of the paired state by about 10⁻⁵ J per site, while at δ = 0.02 and T = 0.120 J the paired state is lower by 7×10⁻⁵ J. At the low-doping end of the spin-gap region the order is therefore not necessarily pairing. The figures for T_c, the optimal doping and the shape of the dome hold within these restrictions. The numerical output lists six further dopings.

Computed values

```
J = 0.100 eV; t/J = 3.0; tau/J = 0.0010
upper bound on T_RVB, 3/16 = 0.1875 J
Wick test: chi = 0.43398, pair = 0.32461
Wick test: <S.S> = -0.110140 (dimensionless)
doping | T_RVB (J) | T_BE (J) | T_c (J)
0.01 | 0.18076 | 0.03661 | 0.03661
0.02 | 0.17576 | 0.06487 | 0.06487
0.03 | 0.17095 | 0.09124 | 0.09124
0.04 | 0.16618 | 0.11640 | 0.11640
0.05 | 0.16140 | 0.14068 | 0.14068
0.06 | 0.15659 | 0.16385 | 0.15659
0.08 | 0.14679 | 0.20630 | 0.14679
0.10 | 0.13664 | 0.24696 | 0.13664
0.15 | 0.10806 | 0.34279 | 0.10806
0.20 | 0.07056 | 0.43170 | 0.07056
0.25 | 0.03049 | 0.51408 | 0.03049
0.30 | 0.00830 | 0.58964 | 0.00830
crossing doping = 0.0573 holes per site
crossing T_c = 0.1579 J = 183.2 K
crossing chi = 0.3727; spinon hopping = 0.3097 J
logarithmic estimate of crossing doping = 0.0569
tau = 1e-5 J: crossing doping = 0.0922
tau = 1e-5 J: crossing T_c = 0.1407 J
spinon hopping at T_RVB, doping 0.05 = 0.2856 J
spinon hopping at T_RVB, doping 0.15 = 0.5973 J
T_RVB, filling 0.15, hopping of 0.05 = 0.1567 J
T_RVB, filling 0.05, hopping of 0.15 = 0.1202 J
Cooper-log slope, hop 1 J, g_F 0.4: 0.4198 per J
same slope from density of states: 0.4198 per J
States at T_c/2 (amplitudes dimensionless):
doping | T (J) | chi | pair | B | n0 | n0*pair
0.02 | 0.0324 | 0.3631 | 0.3057 | 0.0200 | 0.0117 | 0.00357
0.06 | 0.0783 | 0.3824 | 0.2411 | 0.0599 | 0.0362 | 0.00872
0.15 | 0.0540 | 0.3944 | 0.1515 | 0.1499 | 0.1354 | 0.02052
Spinon-gap state: doping 0.02, T = 0.1203 J
  chi = 0.3478, pair = 0.2502, n0 = 0.0
  gap amplitude at (pi,0) = 0.3754 J
largest free-energy gradient = 1.2e-08 J
```
